# Negative correlation energy and the paramagnetic fraction of K centres in nitride

## The result

A K centre in silicon nitride is a silicon atom bonded to three nitrogen atoms, with one dangling orbital left over. The orbital holds no electron (K$^+$), one electron (K$^0$) or two (K$^-$). Only K$^0$ has an unpaired spin. Let the relaxed energies of the three states be $E_0,E_1,E_2$, and define the correlation energy

$$U=E_0+E_2-2E_1 .$$

For many identical, independent centres in equilibrium, with one electron per centre on average, the fraction that is paramagnetic is

$$f=\frac{1}{1+e^{-U/2kT}} .\tag{1}$$

If $U<0$, this fraction vanishes at low temperature as $e^{-|U|/2kT}$. The further conditions are that K$^0$ is a spin doublet and K$^\pm$ are singlets, that there is no magnetic field, and that the vibrations of the three states differ at most by a shift of energy. All the conditions except the spin multiplicities are relaxed below.

## Start: no correlation

Take $U=0$. The orbital is then two independent spin-orbitals, each of which is filled with some probability $h$. One electron per centre means $2h=1$, so $h=1/2$. The centre has exactly one electron if the first spin-orbital is full and the second empty, or the reverse:

$$f=2h(1-h)=\tfrac12 .$$

Temperature drops out. Half the centres carry a spin, a quarter are K$^+$ and a quarter K$^-$. Equation (1) must reproduce this at $U=0$, and also for $kT\gg|U|$, where the correlation energy no longer matters.

## Switching on $U$

Measure energies so that $E_0=0$ and write $\varepsilon=E_1-E_0$ for the level of the first electron. The definition of $U$ gives $E_2=2\varepsilon+U$. A centre that exchanges electrons with its surroundings at chemical potential $\mu$ has a state of $n$ electrons with weight $e^{-(E_n-\mu n)/kT}$. K$^0$ counts twice, for spin up and spin down:

$$w_+=1,\qquad w_0=2e^{-(\varepsilon-\mu)/kT},\qquad w_-=e^{-(2\varepsilon+U-2\mu)/kT}.\tag{2}$$

The probabilities are $p_i=w_i/(w_++w_0+w_-)$, and $f=p_0$. The mean occupancy is

$$\langle n\rangle=p_0+2p_-=1+p_--p_+,$$

where $p_0=1-p_+-p_-$ was used. Hence $\langle n\rangle=1$ means $p_+=p_-$, that is $w_-=1$, and

$$\mu=\varepsilon+\frac U2 .\tag{3}$$

No other $\mu$ will do. Differentiating $\langle n\rangle=\sum n\,w/\sum w$ with respect to $\mu$ gives

$$kT\frac{d\langle n\rangle}{d\mu}=\langle n^2\rangle-\langle n\rangle^2>0,$$

so the occupancy rises steadily with $\mu$. At $\langle n\rangle=1$ the variance is $\langle(n-1)^2\rangle=p_++p_-=1-f$.

Now insert (3) into (2). Since $\varepsilon-\mu=-U/2$, the weights are $1,\;2e^{U/2kT},\;1$, and

$$f=\frac{2e^{U/2kT}}{2+2e^{U/2kT}}=\frac{1}{1+e^{-U/2kT}} .$$

The two in the numerator is the spin degeneracy; the two in the denominator counts the two charged states. They cancel, which is why (1) has no prefactor.

**Limits.** At $U=0$ we recover $f=1/2$. For $U>0$ and $kT\ll U$, $f\to1$: every centre keeps its own electron. For $U<0$ and $kT\ll|U|$, $f\to e^{-|U|/2kT}\to0$: the electrons sit in pairs on half the centres. The nitride still contains as many dangling bonds as before, but they are charged and spinless.

## Why half of $U$

In the reaction

$$\mathrm{K}^++\mathrm{K}^-\rightarrow 2\,\mathrm{K}^0$$

the energy changes by $2E_1-E_0-E_2=-U$. For negative $U$ it costs $|U|$ and makes two spins. From (2), with no assumption about $\mu$,

$$\frac{p_+p_-}{p_0^2}=\frac{e^{-(2\varepsilon+U-2\mu)/kT}}{4e^{-2(\varepsilon-\mu)/kT}}=\tfrac14e^{-U/kT}.\tag{4}$$

At single occupancy $p_+=p_-=(1-f)/2$. Equation (4) becomes $(1-f)^2/f^2=e^{-U/kT}$, and the square root is (1) in the form

$$\ln\frac{f}{1-f}=\frac{U}{2kT}.$$

A plot of the left side against $1/kT$ has slope $U/2$. The activation energy of the spins is $|U|/2$, because the cost $|U|$ is shared by the two of them.

The reaction conserves electrons, so a reservoir should not be essential. Put exactly $N$ electrons on $N$ centres. In the weights $1,g,1$ with $g=2e^{U/2kT}$, the partition function is $(g+2)^NP_N$, where $P_N$ is the probability that the charges of $N$ independent centres add up to zero. Choosing one centre to be K$^0$ leaves $N-1$ neutral in total, so

$$f_N=\frac{g\,(g+2)^{N-1}P_{N-1}}{(g+2)^NP_N}=f\,\frac{P_{N-1}}{P_N}.$$

For large $N$ the total charge has a Gaussian distribution of variance $N(1-f)$, so $P_N\propto N^{-1/2}$ and

$$f_N\simeq f\sqrt{\frac{N}{N-1}}\simeq f\left(1+\frac1{2N}\right).$$

This needs many charged and many neutral centres. A direct count for $N=120$, $U=-0.40$ eV and 1050 K gives $f_N=0.09923$, against $f=0.09882$ from (1). The relative difference times $N$ is 0.501, as the correction requires.

## Where a negative $U$ comes from

Two electrons in one orbital repel each other, so a negative $U$ needs another source of energy. Let the silicon atom move along a coordinate $q$, and take the simplest model, in which the force on it is linear in the charge:

$$E(n,q)=e_0n+U_c\,n_\uparrow n_\downarrow-Lq(n-1)+\tfrac12Kq^2 .$$

Here $U_c>0$ is the repulsion in a fixed lattice, $L$ the coupling and $K$ the stiffness; $q=0$ is the rest position of K$^0$. Setting $\partial E/\partial q=0$ gives $q_n=L(n-1)/K$. Insert this:

$$-Lq_n(n-1)+\tfrac12Kq_n^2=-\frac{L^2(n-1)^2}{K}+\frac{L^2(n-1)^2}{2K}=-\frac{L^2(n-1)^2}{2K}.$$

K$^+$ and K$^-$ relax in opposite directions and each gains $L^2/2K$. The relaxed energies are

$$E_0=-\frac{L^2}{2K},\qquad E_1=e_0,\qquad E_2=2e_0+U_c-\frac{L^2}{2K},$$

and therefore

$$U=U_c-\frac{L^2}{K},\qquad \varepsilon=e_0+\frac{L^2}{2K}.\tag{5}$$

The correlation energy is negative when the relaxation of the two charged states together exceeds the repulsion. It is this relaxed $U$ that belongs in (1). With $L=0$ we return to the rigid centre and $U=U_c$.

The atom is a quantum oscillator, but the model is unaffected. Completing the square turns the potential into $\frac12K(q-q_n)^2$ plus the constant just found. A displaced oscillator has the same level spacing as one at rest. All three weights acquire the same vibrational factor, which cancels in $f$.

Now numbers. Take $U_c=0.60$ eV, $L=20$ eV/nm and $K=400$ eV/nm$^2$. Then $L^2/K=400/400=1.00$ eV, the shift per electron is $L/K=0.050$ nm, and $U=0.60-1.00=-0.40$ eV. With $e_0=-2.00$ eV from the conduction-band edge, $\varepsilon=-1.50$ eV and $\mu=-1.50-0.20=-1.70$ eV. As a test, the coupled oscillator was diagonalized for each spin state with a quantum of 0.060 eV, and $\mu$ was found numerically from $\langle n\rangle=1$. This quantum is a test value: a lone silicon atom on a spring of this stiffness would have 0.024 eV, but the common quantum cancels in $f$. At 300 K this gave $\mu=-1.7000$ eV and $f=4.365\times10^{-4}$, in agreement with (3) and (1).

**Unequal vibrations.** If the stiffness depends on charge, the vibrational partition functions $Z_+,Z_0,Z_-$ differ. Count each from its own lowest level, and let $U$ be formed from those levels. With $d=\varepsilon+U/2-\mu$ the weights are

$$Z_+,\qquad 2Z_0e^{U/2kT}e^{-d/kT},\qquad Z_-e^{-2d/kT}.$$

Equal numbers of K$^+$ and K$^-$ require $e^{-d/kT}=\sqrt{Z_+/Z_-}$. Dividing all weights by $Z_+$ leaves

$$f=\frac{1}{1+R\,e^{-U/2kT}},\qquad R=\frac{\sqrt{Z_+Z_-}}{Z_0}.$$

For one mode of quantum $\hbar\omega$, $Z=1/(1-e^{-\hbar\omega/kT})$. If both charged states vibrate 20% faster than K$^0$, whose quantum is 0.060 eV, then $R=0.961$ at 300 K and $f$ rises by 4% at fixed $U$. With a quantum of 0.024 eV for K$^0$ the rise is 11%. A finite $R$ does not spoil the vanishing at low temperature, since each $Z\to1$.

## Occupancy different from one

Other charges in the film can give $\langle n\rangle=1+x$ with $|x|<1$. Now $p_--p_+=x$ and $p_-+p_+=1-f$. Subtracting the squares gives $4p_+p_-=(1-f)^2-x^2$. With $a=e^{-U/2kT}$, equation (4) reads $4p_+p_-=a^2f^2$, so

$$(1-a^2)f^2-2f+(1-x^2)=0 .$$

The root between 0 and 1 is the one with the minus sign; the other exceeds 1 for $a<1$ and is negative for $a>1$. Multiplying numerator and denominator by the conjugate removes the factor $1-a^2$:

$$f=\frac{1-\sqrt{1-(1-a^2)(1-x^2)}}{1-a^2}=\frac{1-x^2}{1+\sqrt{x^2+a^2(1-x^2)}} .\tag{6}$$

At $x=0$ this is $1/(1+a)$, as it should be. The two signs of $U$ respond differently. For $U<0$ and low temperature, $a\gg1$ and $f\simeq\sqrt{1-x^2}/a$: a small surplus mainly changes the ratio of K$^-$ to K$^+$ and hardly alters $f$. For $U>0$, $a\to0$ and $f\to(1-x^2)/(1+|x|)=1-|x|$: every surplus electron pairs with a spin and removes it, and every missing electron leaves a centre empty and spinless. With $x=0.10$ at 300 K, $f$ falls by 0.5% for $U=-0.40$ eV, but from 0.9996 to 0.900 for $U=+0.40$ eV.

## Centres that are not alike

In an amorphous film $\varepsilon$ and $U$ vary from site to site, while $\mu$ is common. For a centre whose midpoint lies at $\varepsilon+U/2=\mu+d$, multiply the weights (2) by $e^{d/kT}$. They become $e^{d/kT},\;2/a,\;e^{-d/kT}$, and

$$f(d,U)=\frac{2/a}{2/a+2\cosh(d/kT)}=\frac{1}{1+a\cosh(d/kT)} .\tag{7}$$

The surplus charge of a centre is odd in $d$. If the midpoints are distributed symmetrically, independently of $U$, the mean occupancy stays one with $\mu$ at their centre. The limit $d=0$ is (1).

At low temperature $a\cosh(d/kT)\to\frac12e^{(|d|-U/2)/kT}$ for $d\ne0$, while for $d=0$ it is $a=e^{-U/2kT}$. A centre keeps its spin if $|d|<U/2$ and loses it if $|d|>U/2$. This has two consequences.

First, negative $U$ on average is not enough for the spins to vanish. Let $U$ have a Gaussian spread of 0.10 eV about $-0.40$ eV, with all midpoints at $\mu$. Centres with $U>0$ keep their spin down to $T=0$. They lie four standard deviations out, a share of $3.2\times10^{-5}$, and the average of (7) at 4 K has settled at this value. Complete vanishing requires $|d|>U/2$ for every centre, which here, with $d=0$, means that every $U$ is negative.

Secondly, positive $U$ does not guarantee a spin on every centre. For fixed $U>0$ and a Gaussian midpoint spread $s$, the zero-temperature fraction is the probability of $|d|<U/2$:

$$f=\operatorname{erf}\!\left(\frac{U}{2\sqrt2\,s}\right)\simeq\frac{U}{\sqrt{2\pi}\,s}\quad(s\gg U).$$

For $U=+0.40$ eV and $s=0.10$ eV this is 0.954. With much stronger disorder most centres would be charged although $U$ is positive. A weak spin signal in the dark is therefore not by itself proof of negative $U$.

At 300 K the spreads act in opposite directions. For $U=-0.40$ eV, a midpoint spread of 0.10 eV lowers $f$ from $4.4\times10^{-4}$ to $1.3\times10^{-4}$, because $\cosh(d/kT)\ge1$. The same spread in $U$ raises it to $2.7\times10^{-3}$. The reason is the average of an exponential,

$$\langle e^{U/2kT}\rangle=e^{\langle U\rangle/2kT}\,e^{s^2/8(kT)^2},$$

whose last factor is about 6.5 here. It slightly overstates the rise, since $f<e^{U/2kT}$. Both spreads together, taken as independent, give $8\times10^{-4}$. These figures keep the midpoints independent of $U$. If $\varepsilon$ is independent of $U$ instead, a change in $U$ also moves the midpoint, and the spread in $U$ alone leaves $f$ at $4.4\times10^{-4}$.

## A nitride film

Consider an unbiased film 100 nm thick with $10^{18}$ K centres per cm$^3$, or $10^{13}$ per cm$^2$, and $U=-0.40$ eV. At 300 K, $kT=0.02585$ eV, so $U/2kT=-7.736$ and

$$f=\frac1{1+e^{7.736}}=4.4\times10^{-4}.$$

| $T$ (K) | $f$, $U=-0.40$ eV | $f$, $U=+0.40$ eV |
|---|---|---|
| 77 | $8.1\times10^{-14}$ | 1.000 |
| 300 | $4.4\times10^{-4}$ | 0.9996 |
| 600 | 0.020 | 0.980 |
| 1050 | 0.099 | 0.901 |

The columns add up to one, because reversing $U$ in (1) turns $f$ into $1-f$. At 300 K the film holds $4.4\times10^9$ spins per cm$^2$ in equilibrium. Taking $10^{11}$ cm$^{-2}$ as a rough detection floor for spin resonance, they would be missed by a factor of about 20. If light turned every centre into K$^0$, the upper bound of $10^{13}$ cm$^{-2}$ would lie a hundred times above the floor.

**Has the film reached equilibrium?** An electron leaves K$^0$ by thermal emission over 1.50 eV. With an attempt rate $\nu=10^{13}$ s$^{-1}$ the time is $\nu^{-1}e^{1.50\,\mathrm{eV}/kT}$, or $1.6\times10^{12}$ s at 300 K. This is a lower estimate: 1.50 eV is the difference of the relaxed energies, so any extra lattice barrier to emission is left out, and so is recapture of the electron by K$^+$, which undoes the step. Both would raise the freezing temperature and the frozen fraction found next. On cooling from deposition, the populations stop following (1) roughly where this time equals the cooling time $t_c$. For $t_c=1000$ s,

$$T_f=\frac{1.50\ \mathrm{eV}}{k\ln(\nu t_c)}\approx470\ \mathrm K,$$

and the frozen fraction is $f(T_f)=7\times10^{-3}$. That is 17 times the equilibrium value at 300 K and gives $7\times10^{10}$ spins per cm$^2$, just below the floor. The estimate is rough: following the same emission rate through a linear cooling from 1050 to 300 K in 1000 s gives a fraction of 0.012, or $1.2\times10^{11}$ spins per cm$^2$, already at the floor. Allowing for recapture, with the same capture rate for each open spin-orbital of K$^+$ and K$^0$, raises it to 0.016. The lattice barrier matters too. In the linear model above, the energy curves of K$^0$ and K$^+$ (with the electron at the band edge) cross at $q=-0.10$ nm, 2.0 eV above relaxed K$^0$. Using this classical barrier in place of 1.50 eV gives $T_f\approx630$ K and about $2.5\times10^{11}$ spins per cm$^2$, above the floor. Frozen spins may therefore be visible even though the equilibrium number is not.

Tunnelling between centres offers a second path. The chance of no neighbour within $r$ is $e^{-4\pi n_Kr^3/3}$ for randomly placed centres of density $n_K$. Its integral over $r$ is the mean nearest distance, 5.5 nm. For an electron of half the free mass, 1.50 eV below the band edge, the amplitude decays at $\sqrt{2m|\varepsilon|}/\hbar=4.4$ nm$^{-1}$. The time $\nu^{-1}e^{2(4.4\,\mathrm{nm}^{-1})r}$ is then of order $10^8$ s at the mean distance. It falls below 1000 s for $r<4.2$ nm, and 26% of the centres have a neighbour that close. So part of a fully illuminated population could decay in the dark at 300 K. The lattice must also rearrange during the transfer, which slows it. In the linear model the two curves for the pair meet when the atoms have moved to $q=\mp0.015$ nm, at a cost of 0.09 eV, and the electron is then bound by 1.70 eV. With these values the reach in 1000 s shrinks to 3.5 nm and the share to 17%.

**Charges in the film.** At the mean spacing $n_K^{-1/3}=10$ nm and relative permittivity 7, a K$^+$ and a K$^-$ attract with 0.021 eV. Adding this to $|U|$ multiplies $f$ by 0.67 at 300 K. This treats one pair at the mean spacing. When all charges interact on randomly placed centres, a Monte Carlo average gives a factor of roughly one half.

A uniform surplus $x=0.10$ has charge density of size $\rho=exn_K$. Between faces held at equal potential, the field is $\rho z/\epsilon$ at distance $z$ from the middle, where $\epsilon$ is the permittivity. At $z=t/2$, with $t$ the thickness, it is $\rho t/2\epsilon=0.13$ MV/cm; its integral from the middle to a face is $\rho t^2/8\epsilon=0.32$ V. This is many times $kT/e$, so a surplus is strongly opposed by its own field. Contacts whose Fermi level is far from the midpoint can still charge the centres near them, and there (7) applies locally. This is not always a thin skin: with the Fermi level 0.5 eV from the midpoint at both faces, the charge falls to half its value at the face only about 19 nm into the film from each side, and the film average of $f$ at 300 K drops by about a third.

Two further effects are negligible here. A magnetic field $B$ replaces the spin factor 2 by $2\cosh(\mu_BB/kT)$, a relative change of $3\times10^{-7}$ at 0.35 T and 300 K. Electrons in the conduction band number $4\times10^{11}$ cm$^{-3}$ at 1050 K, against $10^{18}$ centres per cm$^3$.

**Beside real films.** The density, permittivity, level depth and deposition temperature are round values in the rough range of deposited silicon nitride; densities differ between processes by orders of magnitude. The value of $U$ is a model choice, not a measurement. Charge-trapping layers in memories are much thinner than 100 nm, and they are charged on purpose, which breaks the condition of single occupancy. By (6), a surplus of 10% would alter the equilibrium $f$ by only 0.5% for the negative $U$ used here. In the dark at 300 K, freezing during cooling raises $f$ by a factor of about 17 by the simplest emission estimate (about 26 for the linear cooling, about 56 with the lattice barrier), and a spread in $U$ of 0.10 eV at fixed midpoints raises it by 6. Which of the two is larger depends on the values chosen: a spread of 0.15 eV would raise $f$ by 28. A dark spin count at room temperature therefore cannot be inserted in (1) to obtain $U$ unless the density of centres is known, the film is known to have equilibrated at that temperature, and the spreads in $U$ and in the midpoints, the interaction of the charges, the charging by contacts and any other charges in the film are all known to have little effect. Other charges matter most when $U$ is positive: for $U=+0.40$ eV and a surplus of 10% at 300 K, inserting $f=0.900$ in (1) would give only 0.11 eV.

## Computed values

```
Bare repulsion: 0.60 eV; relaxation L^2/K: 1.00 eV
Stiffness K: 400 eV/nm^2; coupling L: 20 eV/nm
Lattice shift per electron L/K: 0.050 nm
Vibrational quantum: 0.060 eV
Relaxed correlation energy U: -0.40 eV
Level eps: -1.50 eV; midpoint mu: -1.70 eV (from band edge)
mu from diagonalized lattice model, 300 K: -1.700000 eV
f from diagonalized lattice model, 300 K: 4.3647e-04
kT at 300 K: 0.02585 eV; U/2kT: -7.736
T=77 K: f(U=-0.4 eV)=8.122e-14, f(0)=0.50, f(+0.4 eV)=1.000000
T=300 K: f(U=-0.4 eV)=4.365e-04, f(0)=0.50, f(+0.4 eV)=0.999564
T=600 K: f(U=-0.4 eV)=2.047e-02, f(0)=0.50, f(+0.4 eV)=0.979531
T=1050 K: f(U=-0.4 eV)=9.882e-02, f(0)=0.50, f(+0.4 eV)=0.901178
Activation energy of f/(1-f): 0.2000 eV
Fixed-number f, N=120, 1050 K: 0.09923
N times relative finite-size correction: 0.5012
K-centre density: 1.0e+18 cm^-3; film: 100 nm
All K centres per area: 1.00e+13 cm^-2
Equilibrium spins per area, 300 K: 4.36e+09 cm^-2
Rough spin-resonance floor (input): 1e+11 cm^-2
Spread of midpoint or U (input): 0.10 eV
f with midpoint spread, 300 K: 1.316e-04
f with U spread, 300 K: 2.652e-03
f with both spreads, 300 K: 8.150e-04
Share of centres with U>0 (T=0 limit): 3.167e-05
f with U spread at 4 K: 3.171e-05
T=0 f for U=+0.4 eV with midpoint spread: 0.9545
Relative permittivity: 7.0; spacing: 10.00 nm
Coulomb energy at spacing: 0.0206 eV; f factor: 0.672
Charged-state frequency ratio: 1.20
Vibrational R: 0.9611; f factor: 1.0404
Occupancy excess x (input): 0.10
f at this x, U<0, 300 K: 4.3429e-04
f at this x, U>0, 300 K: 0.9000
Edge field at this x: 0.129 MV/cm
Mid-film potential size at this x: 0.323 V
Zeeman relative change, 0.35 T, 300 K: 3.07e-07
Effective mass (input): 0.50 electron masses
Band electrons at 1050 K: 4.02e+11 cm^-3
Attempt rate: 1e+13 s^-1; cooling time: 1000 s
Thermal emission time at 300 K: 1.58e+12 s
Freezing temperature: 472 K; frozen f: 7.303e-03
Frozen spins per area: 7.30e+10 cm^-2
Tunnelling decay constant: 4.437 nm^-1
Mean nearest-neighbour distance: 5.54 nm
Tunnelling time at that distance: 2.23e+08 s
Tunnelling reach in cooling time: 4.15 nm
Share of centres with a neighbour in reach: 0.259
```
